# Two decay lengths under a metal contact on two coupled sheets

**Q:** A metal strip lies on a silicide film, and the film lies on doped silicon. I would describe the current crowding under the metal by one transfer length. Why should I need more?

**A:** Because two potentials vary along the contact, one in each conducting layer. One length is enough only if one of them can be eliminated without a derivative, and whether that is allowed should come out of the equations.

Let the metal cover \(0<x<d\) and hold it at zero potential. Sheet 1, directly below it, has sheet resistance \(R_1\), potential \(V_1(x)\) and current per unit width \(I_1(x)\), positive towards \(+x\). Sheet 2, at the bottom, has \(R_2\), \(V_2\) and \(I_2\). The contact resistivity between metal and sheet 1 is \(\rho_c\), and the interlayer resistivity between the sheets is \(\rho_i\). Both are resistance times area. I assume steady state, ohmic and uniform sheets and interfaces, no variation across the width, and sheets thin enough that each has one potential at each \(x\).

Ohm's law along the sheets is
\[
V_1'=-R_1I_1,\qquad V_2'=-R_2I_2 .
\]
Sheet 1 loses the current density \(V_1/\rho_c\) to the metal and \((V_1-V_2)/\rho_i\) to sheet 2. Sheet 2 gains the latter:
\[
I_1'=-\frac{V_1}{\rho_c}-\frac{V_1-V_2}{\rho_i},\qquad
I_2'=+\frac{V_1-V_2}{\rho_i}.
\]
Adding the two gives \((I_1+I_2)'=-V_1/\rho_c\): the total lateral current changes only by what enters the metal, as it must.

**Q:** Those are four first-order equations. Where is the two-by-two problem?

**A:** Differentiate Ohm's law and insert the current balance. The two minus signs cancel in the first line. In the second, the remaining minus sign reverses the potential difference:
\[
V_1''=-R_1I_1'=R_1\left(\frac{V_1}{\rho_c}+\frac{V_1-V_2}{\rho_i}\right),\qquad
V_2''=-R_2I_2'=\frac{R_2}{\rho_i}(V_2-V_1).
\]
In matrix form,
\[
\begin{pmatrix}V_1\\V_2\end{pmatrix}''=M\begin{pmatrix}V_1\\V_2\end{pmatrix},\qquad
M=\begin{pmatrix}\dfrac{R_1}{\rho_c}+\dfrac{R_1}{\rho_i}&-\dfrac{R_1}{\rho_i}\\[2mm]-\dfrac{R_2}{\rho_i}&\dfrac{R_2}{\rho_i}\end{pmatrix}.
\]
Try a fixed vector times \(e^{\pm x/L}\). Two derivatives give a factor \(1/L^2\) for either sign, so \(\lambda=1/L^2\) must be an eigenvalue of \(M\). No charge, mass or Planck constant appears, so the equations have the same form in atomic units.

The characteristic polynomial is
\[
P(\lambda)=(M_{11}-\lambda)(M_{22}-\lambda)-M_{12}M_{21}=\lambda^2-T\lambda+D,
\]
with
\[
T=\frac{R_1}{\rho_c}+\frac{R_1+R_2}{\rho_i},\qquad
D=\left(\frac{R_1}{\rho_c}+\frac{R_1}{\rho_i}\right)\frac{R_2}{\rho_i}-\frac{R_1R_2}{\rho_i^2}=\frac{R_1R_2}{\rho_c\rho_i}.
\]
Its roots give the two lengths:
\[
\frac{1}{L_\pm^2}=\lambda_\pm=\frac{T\pm\sqrt{T^2-4D}}{2}.
\]
The plus sign belongs to the larger eigenvalue and so to the shorter length.

**Q:** Your matrix is not symmetric. The roots could be complex, and then the potential would oscillate.

**A:** Write the discriminant in terms of the matrix elements:
\[
T^2-4D=(M_{11}+M_{22})^2-4M_{11}M_{22}+4M_{12}M_{21}
=(M_{11}-M_{22})^2+\frac{4R_1R_2}{\rho_i^2}.
\]
The last term is positive at finite \(\rho_i\), so the roots are real and distinct. Since \(D>0\), the square root is smaller than \(T\), and both roots are positive. Distinct eigenvalues have independent eigenvectors. With two signs of the exponent for each, this gives four independent solutions, the full number for two second-order equations. No other behaviour is possible within the model.

**Q:** Then one length surely belongs to the metal–silicide interface and the other to the silicide–silicon interface.

**A:** That assignment would give
\[
L_c=\sqrt{\rho_c/R_1},\qquad L_i=\sqrt{\rho_i/R_2}.
\]
Evaluate \(P\) at the corresponding values of \(\lambda\). At \(\lambda=R_2/\rho_i=M_{22}\) the first product vanishes:
\[
P(1/L_i^2)=-\frac{R_1R_2}{\rho_i^2}<0.
\]
At \(\lambda=R_1/\rho_c\) we have \(M_{11}-\lambda=R_1/\rho_i\), hence
\[
P(1/L_c^2)=\frac{R_1}{\rho_i}\left(\frac{R_2}{\rho_i}-\frac{R_1}{\rho_c}\right)-\frac{R_1R_2}{\rho_i^2}=-\frac{R_1^2}{\rho_c\rho_i}<0.
\]
A parabola that opens upwards is negative only between its roots. Both values therefore lie strictly between \(\lambda_-\) and \(\lambda_+\), which means
\[
L_+<\min(L_c,L_i)\le\max(L_c,L_i)<L_- .
\]
Coupling pushes the lengths apart. Their product is unchanged, because \(\lambda_+\lambda_-=D\) gives \(L_+L_-=L_cL_i\).

**Q:** If the lengths do not belong to interfaces, what do they belong to?

**A:** To patterns of potential in both sheets. The second row of \(MV=\lambda V\) reads \((R_2/\rho_i)(V_2-V_1)=\lambda V_2\), so
\[
s_\pm\equiv\left(\frac{V_1}{V_2}\right)_\pm=1-\lambda_\pm L_i^2 .
\]
Since \(\lambda_-<1/L_i^2<\lambda_+\), \(s_-\) is positive and \(s_+\) negative. In the slow pattern both sheets lie on the same side of the metal potential and drain towards it together. In the fast pattern they lie on opposite sides, which makes the exchange between the sheets strong.

**Q:** Show me that this reduces to things I know.

**A:** For small \(\rho_i\), the larger root approaches \(T\approx(R_1+R_2)/\rho_i\), and the smaller follows from \(\lambda_-=D/\lambda_+\):
\[
L_+\to\sqrt{\frac{\rho_i}{R_1+R_2}},\qquad
L_-\to\sqrt{\rho_c\,\frac{R_1+R_2}{R_1R_2}} .
\]
The slow length is that of one sheet with \(R_1\) and \(R_2\) in parallel. The fast one is the short distance over which the sheets come to a common potential.

For large \(\rho_i\), \(\lambda_+\to R_1/\rho_c\) and \(\lambda_-\to R_2/\rho_i\). The lengths approach \(L_c\) and \(L_i\), and \(L_i\) grows without limit because sheet 2 loses its path to the metal.

Your single length appears when sheet 1 conducts badly sideways. For \(R_1\to\infty\), \(\lambda_+\approx R_1(1/\rho_c+1/\rho_i)\to\infty\), and
\[
\lambda_-=\frac{D}{\lambda_+}\to\frac{R_2}{\rho_c+\rho_i},\qquad
L_-\to L_T=\sqrt{\frac{\rho_c+\rho_i}{R_2}} .
\]
The two interfaces then act in series at each \(x\). This is one elimination without a derivative, and \(L_T\) fails when sheet 1 carries appreciable lateral current. There are others: \(\rho_c\to0\) sets \(V_1=0\) and leaves \(L_i\), and \(\rho_i\to0\) sets \(V_1=V_2\) and leaves the parallel-sheet length above, with the fraction \(R_2/(R_1+R_2)\) of the current in sheet 1.

**Q:** A length can exist and still have no weight in a measurement. How much of each pattern is present?

**A:** That depends on how current enters. Suppose sheet 1 ends at the contact edge, so that a current \(J\) per unit width enters through sheet 2 alone, and both sheets end at \(x=d\). No lateral current at \(d\) means \(V_1'=V_2'=0\) there. The patterns are independent, so each must have zero slope at \(d\):
\[
V_2=\sum_k a_k\cosh\frac{d-x}{L_k},\qquad
V_1=\sum_k s_ka_k\cosh\frac{d-x}{L_k},\qquad k=\pm .
\]
At the front edge, \(I_2=-V_2'/R_2\) gives
\[
J=\sum_k\frac{a_k}{R_2L_k}\sinh\frac{d}{L_k}\equiv J\sum_k p_k ,
\]
which defines the shares \(p_k\) of the sheet-2 current at the edge, with \(p_++p_-=1\). The condition \(I_1(0)=0\) becomes
\[
\frac{R_2J}{R_1}\sum_k s_kp_k=0
\;\Rightarrow\;\sum_k p_k(1-\lambda_kL_i^2)=0
\;\Rightarrow\;\sum_kp_k\lambda_k=\frac1{L_i^2}.
\]
Inserting \(p_-=1-p_+\),
\[
p_+=\frac{1/L_i^2-\lambda_-}{\lambda_+-\lambda_-},\qquad
p_-=\frac{\lambda_+-1/L_i^2}{\lambda_+-\lambda_-}.
\]
Both are positive by the ordering already shown. Solving the definition of \(p_k\) for \(a_k\) gives the front and end resistances, each multiplied by the width:
\[
r_F=\frac{V_2(0)}{J}=R_2\sum_kp_kL_k\coth\frac d{L_k},\qquad
r_E=\frac{V_2(d)}{J}=R_2\sum_k\frac{p_kL_k}{\sinh(d/L_k)} .
\]

**Q:** Put in numbers for a silicided contact.

**A:** Take rough values for a nickel-silicide-like film: thickness 20 nm and resistivity \(1.5\times10^{-5}\) Ω cm, so \(R_1=7.5\) Ω per square. Below it take 40 nm of heavily doped n-type silicon with \(4\times10^{-4}\) Ω cm, so \(R_2=100\) Ω per square. Let \(\rho_c=5\times10^{-9}\) Ω cm², \(\rho_i=2\times10^{-8}\) Ω cm² and \(d=600\) nm. In µm⁻²,
\[
\frac{R_1}{\rho_c}=15,\qquad \frac{R_1}{\rho_i}=3.75,\qquad \frac{R_2}{\rho_i}=50 .
\]
Thus \(T=68.75\) µm⁻² and \(D=15\times50=750\) µm⁻⁴, and
\[
\lambda_\pm=\frac{68.75\pm\sqrt{68.75^2-3000}}2=55.15,\;13.60\ \text{µm}^{-2}.
\]
The decay lengths are \(L_+=134.7\) nm (1347 angstrom) and \(L_-=271.2\) nm (2712 angstrom). They enclose \(L_i=141.4\) nm and \(L_c=258.2\) nm, as required. The single-length model gives \(L_T=158.1\) nm, which is neither of the two.

The potential ratios are \(s_+=-0.103\) and \(s_-=0.728\). The shares are \(p_+=(50-13.60)/(55.15-13.60)=0.876\) and \(p_-=0.124\).

**Q:** So the slow pattern carries an eighth of the current in the silicon at the edge. I could ignore it.

**A:** Dropping its term would remove 23 % of the front resistance and 73 % of the end resistance. The fast and slow terms are, in that order,
\[
r_F=11.80+3.44=15.24\ \text{Ω µm},\qquad
r_E=0.2740+0.7445\approx1.02\ \text{Ω µm}.
\]
The slow pattern has the smaller share of the sheet-2 current but supplies nearly three quarters of the end resistance, because it survives the 600 nm better. Each pattern also carries \(s_kp_kR_2J/R_1\) in sheet 1, here \(-1.20J\) and \(+1.20J\). Its total current \(p_k(1+s_kR_2/R_1)J\), all of which enters the metal, is therefore \(-0.33J\) for the fast pattern and \(+1.33J\) for the slow one: the slow pattern dominates the current into the metal. The single-length model gives \(R_2L_T\coth(d/L_T)=15.83\) Ω µm at the front, about 4 % above the two-sheet value. At the end, \(R_2L_T/\sinh(d/L_T)=0.71\) Ω µm, and the two-sheet value is 43 % higher than that.

**Q:** Is the small error at the front an accident of your numbers?

**A:** It can be bounded. Raising any resistance in a passive resistor network cannot lower the resistance between its two terminals, here the silicon edge and the metal. Blocking lateral flow in sheet 1 gives the single-length model, which is therefore an upper bound. Making sheet 1 a perfect lateral conductor gives a lower bound. In that case \(V_1\) has one value, fixed by \(J=V_1d/\rho_c\), and \(V_2-V_1\) decays with \(L_i\). Together,
\[
R_2L_i\coth\frac d{L_i}+\frac{\rho_c}d\;\le\; r_F\;\le\;R_2L_T\coth\frac d{L_T}.
\]
Here the limits are 14.98 and 15.83 Ω µm. The window is narrow because \(\rho_c\) is only a quarter of \(\rho_i\). At \(d=600\) nm a larger \(\rho_c\) widens it only to about 20 %, near \(\rho_c=3\rho_i\), and it closes again once \(\rho_c/d\) dominates both bounds. In a contact ten times longer, the upper bound can be about three times the lower.

**Q:** Real layers have thickness, and real metal has resistance. How far do your lengths move?

**A:** I change one thing at a time and hold the other inputs fixed.

- Layer thickness: solve Laplace's equation in both layers with potentials proportional to \(e^{-\kappa x}\), match the currents at the interfaces, and find the roots \(\kappa\) numerically. \(L_+\) rises by 1.3 % and \(L_-\) by 0.2 %. Further roots appear, with lengths of about 13 nm and less, set by the layer thicknesses; they matter only close to the edge. In the two-dimensional solution, with the silicon potential averaged over its thickness, \(r_F\) rises by 1.2 % and \(r_E\) by 3.5 %.
- Metal resistance: give the metal 1 Ω per square, as for 100 nm at \(10^{-5}\) Ω cm, and add its potential as a third row of the matrix. One eigenvalue is then zero, for a potential common to all three layers, constant or linear in \(x\). Of the other two lengths, the fast one falls by 0.1 % and the slow one by 6.4 %. The resistances now depend on where the current leaves the metal: the end resistance, measured against the metal at \(x=d\), falls by 5 % for an exit at \(x=0\) and rises by 18 % for an exit at \(x=d\).
- Temperature: let the silicide resistivity grow in proportion to temperature from 300 to 400 K. \(L_+\) falls by 2.2 % and \(L_-\) by 11.5 %.
- Depletion: for \(2\times10^{20}\) donors per cm³, a barrier of 0.6 eV and relative permittivity 11.7, the depletion formula \(\sqrt{2\varepsilon\phi/(eN)}\), with \(e\phi\) the barrier, gives 2.0 nm. Removing this from the conducting silicon lowers \(L_+\) by 2.2 % and \(L_-\) by 0.3 %.

**Q:** You also assumed that the tunnelling interface is ohmic.

**A:** At 0.5 mA per µm of width, the voltage across the interlayer at the front edge is
\[
V_2(0)-V_1(0)=JR_2\sum_k(1-s_k)\,p_kL_k\coth\frac d{L_k}=7.0\ \text{mV}.
\] That is about a quarter of \(kT/e=25.9\) mV at 300 K. A linear interface is a fair start at this current, but I would not claim it to a per cent. A WKB estimate for a parabolic barrier with the doping and barrier height above changes the interface resistance by about 1 % at this voltage and by less than 10 % at 50 mV. The tunnelling energy \((e\hbar/2)\sqrt{N/(m\varepsilon)}\) is 0.176 eV for the light silicon mass, 0.19 electron masses, and 0.080 eV for the heavy one, 0.92. Both exceed \(kT\), which supports tunnelling as the main path and a weak temperature dependence of \(\rho_i\).

Local Ohm's law in the silicon is safer. The resistivity and doping imply a mobility of 78 cm²/Vs. This is on the high side: empirical fits give roughly 50 to 60 cm²/Vs at this doping, which would make \(R_2\) about 130 to 160 Ω per square. With six equal, isotropic valleys and degenerate electrons, \(\hbar k_F\mu/e\) gives a mean free path of 5.1 nm; with the masses 0.92 and 0.19 it ranges from about 2 to 5 nm by direction, far below either decay length. The lateral field at the edge, \(R_2J\), is \(5\times10^{-4}\) MV/cm, far below bulk breakdown. The built-in field in the 2 nm depletion layer is much larger, about 6 MV/cm, but it exists in equilibrium and the few millivolts applied barely change it.

**Q:** Would you then quote 135 and 271 nm for an actual device?

**A:** Only for a device with these inputs. The sheet values follow from the assumed thicknesses and resistivities. The interface resistivities are less certain: they depend strongly on doping and processing and can differ from mine by a factor of ten or more. When both change by a common factor, both lengths change by its square root, so a factor of ten moves them by about three. That outweighs every correction to the lengths above. If only one resistivity changes, one length can stay almost fixed: ten times \(\rho_c\) moves \(L_+\) by 1 %, and a tenth of \(\rho_i\) moves \(L_-\) by 1 %, while the other length changes by about three.

I also assumed that the silicide stops at the contact edge. If it continues beyond the metal, current enters both sheets. The two lengths under the metal stay the same, since \(M\) contains no edge condition, but the shares \(p_k\) and both resistances change. Outside the metal, \(\rho_c\to\infty\) makes \(D=0\). One eigenvalue becomes zero, giving a potential linear in \(x\), and the other gives the length \(\sqrt{\rho_i/(R_1+R_2)}\) over which the sheets share the current. Matching that region to the covered one would replace the condition \(I_1(0)=0\).

Numbers in the example were calculated in double precision.
